# Maximum Joule Heating at an Insulated Hemispherical Contact: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: heat balance on hemispherical shells

In a phase-change memory cell, a current enters a chalcogenide layer through a contact a few tens of nanometres wide. To erase the crystalline state, the current must melt the material next to the contact. The current density is greatest there and falls quickly with distance, so most of the Joule heat is made in a small volume. That heat must then flow away through the surrounding solid. The question is how hot the material becomes for a given current, and how the answer depends on the size of the contact.

### The model

The material fills a half-space below a flat surface. A hemispherical electrode of radius $a$ is sunk into this surface, and $r$ is the distance from its centre, so the material occupies $r>a$. It has constant electrical resistivity $\rho$ and constant thermal conductivity $\kappa$. A steady current $I$ leaves the electrode and spreads into the material. Far away, the temperature is $T_0$ and the potential is zero. The temperature rise is $\theta=T-T_0$.

The boundary conditions are these:

- The electrode surface $r=a$ is an equipotential, and no heat crosses it.
- Neither current nor heat crosses the flat surface outside the electrode.
- Both $\theta$ and the potential vanish far away.

An electrode that passes current but no heat is an idealization. It describes an electrode whose heat exchange with the material is small compared with the heat that the material itself carries away. What "small" means is worked out below, once the ideal case is solved.

The material obeys Ohm's and Fourier's laws locally, stays in one solid phase, and has no thermoelectric effects. The result to be derived is

$$\Theta\equiv\theta_{\max}=\frac{\rho I^2}{8\pi^2\kappa a^2}.\tag{1}$$

No constant of nature appears in the equations that lead to (1). They therefore have the same form in SI units and in atomic units, where temperature is measured as the energy $k_BT$ and $\kappa$ is replaced by $\kappa/k_B$.

### Current, voltage and heat production

A radial current runs parallel to the flat surface and so does not cross it. A field that depends on $r$ alone thus satisfies every boundary condition. The same holds for the temperature.

In the steady state, the whole current $I$ crosses each hemisphere, whose area is $2\pi r^2$. Hence

$$J(r)=\frac{I}{2\pi r^2}.\tag{2}$$

The electric field is $\rho J$. The voltage between the contact and the far region is its integral:

$$V=\int_a^\infty\frac{\rho I}{2\pi r^2}\,dr=\frac{\rho I}{2\pi a}.\tag{3}$$

The Joule heat per unit volume and time is $\rho J^2=\rho I^2/(4\pi^2r^4)$. A shell of radius $s$ and thickness $ds$ has volume $2\pi s^2ds$. The heat made per unit time between the contact and radius $r$ is therefore

$$Q(r)=\int_a^r\frac{\rho I^2}{4\pi^2s^4}\,2\pi s^2\,ds
=\frac{\rho I^2}{2\pi}\left(\frac1a-\frac1r\right).\tag{4}$$

As $r\to\infty$ this tends to $P=\rho I^2/(2\pi a)=VI$, the electrical power supplied to the half-space. At $r=2a$ the bracket has half its final value, so half the heat is made within one radius of the contact surface.

### From heat flow to temperature

Since no heat leaves through the contact and nothing is stored in the steady state, all the heat $Q(r)$ must flow outward through the hemisphere of radius $r$. Fourier's law gives this outward flow as $-\kappa\,d\theta/dr$ times the area:

$$-2\pi r^2\kappa\frac{d\theta}{dr}=Q(r).$$

Inserting (4) and dividing by $-2\pi r^2\kappa$ gives

$$\frac{d\theta}{dr}=-\frac{\rho I^2}{4\pi^2\kappa}\left(\frac{1}{ar^2}-\frac1{r^3}\right).\tag{5}$$

The bracket is zero at $r=a$ and positive for $r>a$. The temperature therefore falls steadily away from the contact, and its maximum lies at the contact.

Because $\theta$ vanishes at infinity, $\theta(r)=-\int_r^\infty(d\theta/ds)\,ds$. With $\int_r^\infty s^{-2}ds=1/r$ and $\int_r^\infty s^{-3}ds=1/(2r^2)$,

$$\theta(r)=\frac{\rho I^2}{4\pi^2\kappa}\left(\frac1{ar}-\frac1{2r^2}\right)
=\Theta\left(\frac{2a}{r}-\frac{a^2}{r^2}\right).\tag{6}$$

At $r=a$ the first bracket equals $1/a^2-1/(2a^2)=1/(2a^2)$, which gives (1). One factor of two in the denominator of (1) thus comes from the fact that the heat is made over a range of distances. If all the power $P$ were released at the contact surface, the rise there would be $P/(2\pi\kappa a)=2\Theta$.

At fixed material constants, a given temperature rise requires a current proportional to $a$. The power $\rho I^2/(2\pi a)$ is then also proportional to $a$, while the voltage (3) does not change.

### A numerical case

Take $a=20$ nm, $I=0.30$ mA, $\rho=10$ mΩ cm, $\kappa=0.5$ W/(m K) and $T_0=300$ K. These are rough values for a cell with cubic crystalline Ge-Sb-Te. In SI units, (1) reads

$$\Theta=\frac{(10^{-4})(3.0\times10^{-4})^2}{8\pi^2(0.5)(2.0\times10^{-8})^2}\ \text{K}\approx570\ \text{K},$$

or $k_B\Theta=0.049$ eV. The contact is at about 870 K, just below a rough melting point of 900 K. The voltage is 0.239 V and the power 71.6 µW. Since $\Theta\propto I^2$, a rise of 600 K needs $0.30\sqrt{600/570}\approx0.308$ mA.

The hot region is wider than the contact. Setting (6) equal to $\Theta/2$ with $x=a/r$ gives $x^2-2x+\tfrac12=0$. The root with $x<1$ is $x=1-1/\sqrt2$, so the rise has halved at $r=3.41a$, or 68 nm.

### When the contact is not insulated

Now let the contact have some other uniform temperature rise, $t\Theta$ with $t\ge0$. The steady heat equation for a radial temperature is

$$\frac{\kappa}{r^2}\frac{d}{dr}\left(r^2\frac{d\theta}{dr}\right)=-\frac{\rho I^2}{4\pi^2r^4}
=-\frac{2\kappa\Theta a^2}{r^4},\tag{7}$$

where the last form uses (1). The function $1/r$ makes the left side vanish, because $r^2\,d(1/r)/dr=-1$ is constant. For $-\Theta a^2/r^2$, the derivative is $2\Theta a^2/r^3$. Multiplying by $r^2$ and differentiating again gives $-2\Theta a^2/r^2$, so this function satisfies (7). The solution that vanishes at infinity is $A/r-\Theta a^2/r^2$. The contact condition $A/a-\Theta=t\Theta$ gives $A=(1+t)a\Theta$, and hence

$$\theta=\Theta\left[(1+t)x-x^2\right],\qquad x=\frac ar.\tag{8}$$

Completing the square,

$$\theta=\Theta\left[\frac{(1+t)^2}{4}-\left(x-\frac{1+t}{2}\right)^2\right].$$

For $t\le1$ the square vanishes at $r=2a/(1+t)$, which lies in the material, and the maximum there is

$$\theta_{\max}=\Theta\,\frac{(1+t)^2}{4}\qquad(0\le t\le1).\tag{9}$$

For $t>1$ the point $x=(1+t)/2$ lies outside the allowed range $x\le1$. Then $\theta$ increases up to $x=1$, and the contact is hottest, with rise $t\Theta$.

A contact held at $T_0$ has $t=0$. The maximum rise is then $\Theta/4$, or 142 K in the example, at $r=2a=40$ nm. Insulation is thus not a minor detail: its removal can cost a factor of four at the same current.

The value of $t$ follows from the heat $H$ that enters the material through the contact. From (8), using $dx/dr=-a/r^2$, the slope at $r=a$ is $\Theta(1-t)/a$. Multiplication by $-2\pi a^2\kappa$ gives

$$H=G_s\Theta(t-1),\qquad G_s=2\pi\kappa a.\tag{10}$$

The spreading conductance $G_s$ sets the scale for insulation: for an electrode that makes no heat of its own, heat exchange is unimportant if the conductance into the electrode is much smaller than $G_s$. Here $G_s=62.8$ nW/K. Equations (1) and (3) also give $G_s\Theta=\rho I^2/(4\pi a)=P/2$.

### A metal heater below the contact

Suppose that the electrode is the end of a rod of length $L$, conductivity $\kappa_h$ and cross-section $\pi a^2$. Its other end is held at $T_0$, its Joule power $P_r$ is spread evenly along it, and no heat leaves through its side. The hemispherical cap itself is taken as isothermal and free of heat production.

Let $z$ run from the cold end to the cap, and let $q(z)$ be the heat flow towards the cap. Since $dq/dz=P_r/L$, one has $q(z)=q(L)-P_r(1-z/L)$. Fourier's law is $q=-\kappa_h\pi a^2\,d\theta/dz$. Integrating it along the rod gives the rise of the cap,

$$\theta_t=-\frac{1}{\kappa_h\pi a^2}\int_0^Lq\,dz=\frac{P_r/2-q(L)}{G_r},\qquad G_r=\frac{\kappa_h\pi a^2}{L}.$$

Thus $q(L)=P_r/2-G_r\theta_t$. Half of the rod's heat would flow towards the cap if both ends were cold.

The interface has a thermal boundary resistance $R_b$ per unit area, hence a conductance $G_b=2\pi a^2/R_b$. The same heat flow $H=q(L)$ crosses it, so $\theta_t=t\Theta+H/G_b$. Substitution gives

$$H\left(1+\frac{G_r}{G_b}\right)=\frac{P_r}{2}-G_rt\Theta.$$

With the series conductance $G_l=G_r/(1+G_r/G_b)$, this is $H=(G_l/G_r)P_r/2-G_lt\Theta$. Equating it to (10), and using $G_s\Theta=P/2$, yields

$$t=\frac{1+(G_l/G_r)\,P_r/P}{1+G_l/G_s}.\tag{11}$$

Take a rod with $L=100$ nm, $\kappa_h=10$ W/(m K) and resistivity 0.3 mΩ cm, and let $R_b=10^{-8}$ m² K/W. Then $G_b=2G_r$, so $G_l/G_r=2/3$, with $G_l=83.8$ nW/K and $P_r=21.5$ µW. Equation (11) gives

$$t=\frac{1+(2/3)(21.5/71.6)}{1+83.8/62.8}\approx0.514.$$

The contact rise is 293 K. By (9), the maximum in the material is $570\,(1.514)^2/4\approx327$ K. At the same current, this heater removes over 40% of the ideal rise, even though it produces heat of its own.

### Peltier heat and a nearby sink

If the Seebeck coefficients of electrode and material differ by a constant $S>0$, the current releases or absorbs heat $SI(T_0+t\Theta)$ at the contact, depending on its direction. Let the contact be otherwise insulated. Equation (10) becomes $G_s\Theta(t-1)=\pm SI(T_0+t\Theta)$. With $p=SI/G_s$, collecting the terms in $t\Theta$ gives

$$t\Theta=\frac{\Theta\pm pT_0}{1\mp p},\tag{12}$$

where the upper signs, for heating, require $p<1$. For a rough $S=100$ µV/K, $p\approx0.48$. Cooling lowers the contact rise to 289 K and the maximum in the material to 323 K. Heating formally gives 1365 K, far past melting, where the model has ended. That number shows that Peltier heat is no small correction here; it does not predict a temperature.

A cold outer electrode also matters. If $\theta=0$ on a hemisphere of radius $b$, which also collects the current, (5) is integrated from $a$ to $b$:

$$\theta(a)=\frac{\rho I^2}{4\pi^2\kappa}\left[\frac1a\left(\frac1a-\frac1b\right)-\frac12\left(\frac1{a^2}-\frac1{b^2}\right)\right]
=\Theta\left(1-\frac ab\right)^2.\tag{13}$$

The last step holds because the square bracket equals $\tfrac12(1/a-1/b)^2$. For $b=100$ nm, the factor is $0.8^2=0.64$ and the rise is 365 K.

## Second derivation: temperature as a function of potential

The symbols are those of the first half. A current $I$ enters a material of resistivity $\rho$ and thermal conductivity $\kappa$ through a hemispherical contact of radius $a$, and $\theta$ is the temperature rise above the far value $T_0$. The contact voltage is $V=\rho I/(2\pi a)$. For an insulated contact, the shell balance gave the maximum rise $\Theta=\rho I^2/(8\pi^2\kappa a^2)$ and the profile $\theta=\Theta(2a/r-a^2/r^2)$. In the example, $a=20$ nm, $I=0.30$ mA, $V=0.239$ V and $\Theta\approx570$ K.

The second derivation does not use shells, and at first it does not use the shape of the contact. It asks how temperature and electric potential are related at each point.

### The relation for constant material properties

Let $\phi$ be the potential, with $\phi=V$ on the contact and $\phi=0$ far away. Ohm's law is $\mathbf J=-\nabla\phi/\rho$. Charge conservation, $\nabla\cdot\mathbf J=0$, and constant $\rho$ give

$$\nabla^2\phi=0.\tag{14}$$

The Joule heat per unit volume is $\rho J^2=|\nabla\phi|^2/\rho$. The steady heat equation is therefore

$$\kappa\nabla^2\theta=-\frac{|\nabla\phi|^2}{\rho}.\tag{15}$$

The product rule gives $\nabla^2(\phi^2)=2|\nabla\phi|^2+2\phi\nabla^2\phi$, and the last term vanishes by (14). Consider the trial function

$$\theta=\frac{1}{\rho\kappa}\left(V\phi-\frac{\phi^2}{2}\right).\tag{16}$$

Its Laplacian is $-|\nabla\phi|^2/(\rho\kappa)$, so it satisfies (15). It also satisfies the boundary conditions, as its gradient shows:

$$\nabla\theta=\frac{V-\phi}{\rho\kappa}\,\nabla\phi.\tag{17}$$

On the contact $\phi=V$, so the gradient vanishes and no heat crosses. On the flat surface the normal component of $\nabla\phi$ is zero, because no current crosses, and the normal component of $\nabla\theta$ is then zero as well. Far away $\phi$ and $\theta$ both vanish.

No other steady temperature field meets these conditions. The difference $u$ of two solutions would obey $\nabla^2u=0$, with zero normal derivative on the contact and on the flat surface. Then $\nabla\cdot(u\nabla u)=|\nabla u|^2$. By the divergence theorem, the volume integral of $|\nabla u|^2$ equals a surface integral of $u$ times its normal derivative. The near surfaces contribute nothing. On a distant hemisphere $u$ falls as $1/r$ and its derivative as $1/r^2$, while the area grows as $r^2$, so that contribution tends to zero. Hence $\nabla u=0$ everywhere, and $u=0$ because it vanishes far away.

The shell balance has given the temperature rise for a hemispherical contact, and (16) now gives the only steady temperature field for an insulated contact of any shape, with constant material properties. It remains to find the maximum of (16) and compare it with the shell result, to treat a flat disc and a temperature-dependent resistivity, and to examine the model's assumptions.

All numerical values are calculated from the stated model.
